# Shear viscosity of a phonon gas with one linear branch

## Problem

A three-dimensional crystal has one phonon branch, \(\omega(\mathbf q)=v|\mathbf q|\) for every \(\mathbf q\) in the first Brillouin zone, with the same \(v\) in all directions. The phonons interact through three-phonon collisions within this branch and through nothing else. A thermal phonon takes part in one collision per time \(\tau\) on average.

At \(t=0\) the gas has a uniform temperature \(T\) and a small transverse drift velocity \(u_x=u_0\cos ky\). Find the shear viscosity, and the fraction \(A\) of the drift wave that is left at the time \(t=2/(kv)\).

The numbers are \(\hbar v=0.12\) eV Å, \(T=100\) K, \(\tau=100\) ps and a wavelength of \(10^7\) Å (1 mm). The first two are rough values for the longitudinal branch of cooled diamond; \(\tau\) is a round choice, not a lifetime measured or computed for diamond. The algebra uses atomic units, \(\hbar=1\).

## A tempting solution

The time \(t=2/(kv)\) is 17 460 ps, about 175 collision times, so local equilibrium seems assured. Let \(e(\mathbf n)\) be the energy density per unit solid angle carried by phonons moving along the unit vector \(\mathbf n\):

\[
e(\mathbf n)=\int_0^\infty \frac{q^2dq}{(2\pi)^3}\,vq\,N(q\mathbf n).
\]

The drifting Bose distribution is \(N=1/(\exp[(vq-\mathbf q\cdot\mathbf u)/k_BT]-1)\). Its exponent is \(vq(1-\mathbf n\cdot\mathbf u/v)/k_BT\). Taking \(q(1-\mathbf n\cdot\mathbf u/v)\) as the new variable brings out four powers of the bracket:

\[
e_u(\mathbf n)=\frac{e}{4\pi}\Big(1-\frac{\mathbf n\cdot\mathbf u}{v}\Big)^{-4}\approx\frac{e}{4\pi}\Big(1+\frac{4n_xu_x}{v}\Big),\qquad e=\frac{\pi^2(k_BT)^4}{30v^3}.
\]

The value of \(e\) follows from \(\int_0^\infty x^3dx/(e^x-1)=\pi^4/15\).

A phonon has momentum \(q\mathbf n\), which is its energy divided by \(v\), times \(\mathbf n\). The momentum density \(p_i\) and the momentum flux \(\Pi_{ij}\) are therefore

\[
p_i=\frac1v\int n_i\,e(\mathbf n)\,d\Omega,\qquad \Pi_{ij}=\int n_in_j\,e(\mathbf n)\,d\Omega .
\]

Since \(\int n_x^2d\Omega=4\pi/3\), the drift carries \(p_x=4eu_x/(3v^2)\).

Now let collisions restore the drifting distribution in the time \(\tau\):

\[
\partial_te(\mathbf n)+v\,\mathbf n\cdot\nabla e(\mathbf n)=-\frac{e(\mathbf n)-e_u(\mathbf n)}{\tau}.
\]

For slow variation in space, \(\partial_tu_x\) is of second order in the gradient and can be dropped. The first-order deviation is

\[
e-e_u=-\tau v n_y\,\partial_ye_u=-\frac{e\tau}{\pi}\,n_xn_y\,\partial_yu_x .
\]

With \(\int n_x^2n_y^2d\Omega=4\pi/15\) this gives

\[
\Pi_{xy}=-\eta\,\partial_yu_x,\qquad \eta=\frac{4}{15}e\tau .
\]

Momentum balance, \(\partial_tp_x=-\partial_y\Pi_{xy}\), then reads

\[
\frac{4e}{3v^2}\,\partial_tu_x=\frac{4e\tau}{15}\,\partial_y^2u_x,
\qquad\text{so}\qquad A=\exp\!\Big(-\frac{v^2\tau k^2t}{5}\Big).
\]

Here \(e=1.05\times10^{-6}\) eV/Å\(^3\), so \(\eta=2.80\times10^{-5}\) eV ps/Å\(^3\), or \(4.5\times10^{-6}\) Pa s. With \(kv\tau=0.0115\) and \(kvt=2\), the exponent is \(-0.0115\times2/5=-0.0046\), and \(A=0.995\). The wave seems hardly to have decayed.

## Where it fails

The algebra is sound if \(\tau\) is the time in which the angular distribution relaxes. Solving the relaxation equation numerically, with the angle discretized and momentum conserved, also gives \(A=0.995\). The fault is the right-hand side of that equation: it assumes that a collision, because it happens, turns energy from one direction into another. Whether it can do so is decided by the conservation laws.

Consider \(\mathbf q_1+\mathbf q_2\leftrightarrow\mathbf q_3\), with angle \(\theta\) between \(\mathbf q_1\) and \(\mathbf q_2\), and let \(Q=|\mathbf q_1+\mathbf q_2|\). Then

\[
(q_1+q_2)^2-Q^2=2q_1q_2(1-\cos\theta).
\]

Dividing by \(q_1+q_2+Q\) gives the energy mismatch in units of \(v\):

\[
D=q_1+q_2-Q=\frac{2q_1q_2(1-\cos\theta)}{q_1+q_2+Q}\ \ge 0 .
\]

If \(\mathbf q_3=\mathbf q_1+\mathbf q_2\), energy conservation demands \(D=0\), hence \(\theta=0\). All three wave vectors lie along one direction. The reverse process, a decay, obeys the same condition.

Umklapp does not help. There \(\mathbf q_3=\mathbf q_1+\mathbf q_2-\mathbf G\), with \(\mathbf G\) a reciprocal lattice vector. A vector in the first zone is the shortest of its equivalents, so \(q_3\le Q\le q_1+q_2\). Energy conservation needs equality twice: the pair must be collinear, and \(\mathbf q_1+\mathbf q_2\) must lie on the zone boundary, where two equivalents tie in length. Among collinear pairs these ties have measure zero. Because two conditions must hold at once, the density of umklapp pairs with a small mismatch falls in proportion to the mismatch, while that of normal pairs stays finite; umklapp therefore drops out as the energy condition is made sharp.

For \(q_1=0.10\) and \(q_2=0.20\) Å\(^{-1}\), phonons of 0.012 and 0.024 eV, the mismatch \(\hbar vD\) is \(1.2\times10^{-4}\) eV at \(10^\circ\) and \(4.3\times10^{-3}\) eV at \(60^\circ\).

### Do these collisions happen at all?

The allowed angle is a single point at the edge of the range, so the rate needs care. Put \(w=1-\cos\theta\). From \(Q^2=(q_1+q_2)^2-2q_1q_2w\) we have \(dw=-Q\,dQ/(q_1q_2)=Q\,dD/(q_1q_2)\). Replace the energy delta function by a narrow Gaussian in \(D\) of width \(s\). Since \(D\ge0\), half of it is used:

\[
\int_0^2dw\,\delta_s(D)\to\frac{q_1+q_2}{2q_1q_2},\qquad
\langle w\rangle\to\frac{q_1+q_2}{q_1q_2}\,s\sqrt{\frac2\pi}.
\]

The second result uses \(w\approx D(q_1+q_2)/(q_1q_2)\) and the mean \(s\sqrt{2/\pi}\) of a half-Gaussian. As \(s\to0\) the weight stays finite while the angle vanishes. The factor one half belongs to symmetric broadening. A branch bent slightly upward moves the root inside the range and gives the full weight; one bent downward removes the root. "Strictly linear" is thus a limit, and collisions with a finite rate and no deflection are its content here.

## The right solution

**Conserved quantities.** Let \(f(\mathbf n)\) be any function of direction. In a collinear collision the three directions are equal, so the change of \(\sum f\omega\) is

\[
f(\mathbf n)\,(\omega_1+\omega_2-\omega_3)=0 .
\]

Because \(f\) is arbitrary, the energy \(e(\mathbf n)\) is conserved separately for each direction. The viscous deviation found above is proportional to \(n_xn_y\), which is one such \(f\): collisions leave it alone.

The count can be made explicit on a finite set. Take the 256 nonzero integer vectors of length up to 4; they point in 218 directions. Listing every triple that satisfies both conservation laws and diagonalizing the resulting collision matrix gives 218 conserved quantities, one per direction. Only 26 of these directions hold more than one vector and so have collisions; in each of them a single combination survives, the energy of the ray. The other directions keep their energy trivially.

**What collisions do achieve.** Along one ray, define \(\varphi=\ln[(1+N)/N]\), the derivative of the entropy of a mode with respect to \(N\). The net rate of \(3\to1+2\) is proportional to

\[
N_3(1+N_1)(1+N_2)-N_1N_2(1+N_3)=N_1N_2N_3\big(e^{\varphi_1+\varphi_2}-e^{\varphi_3}\big),
\]

and each such event changes the entropy by \(\varphi_1+\varphi_2-\varphi_3\). The product of the two is never negative. Entropy production stops when \(\varphi(q_1+q_2)=\varphi(q_1)+\varphi(q_2)\), whose continuous solution is \(\varphi\propto q\). That is a Bose distribution with a temperature \(T(\mathbf n)\) belonging to the ray, fixed by \(e(\mathbf n)\propto T(\mathbf n)^4\).

As an example, two rays were started with occupations in a Gaussian band centred at 0.043 eV with width 0.009 eV, and the nonlinear rate equations were integrated numerically on 50 equally spaced energies, with a squared matrix element proportional to \(q_1q_2q_3\). The ray energies were those of thermal rays at 130 K and 70 K. The final distributions had temperatures of 130 K and 70 K, while the phonon numbers grew by factors of 1.53 and 2.83. These factors depend on the starting band; a band below the mean thermal energy of the ray makes the number fall. Phonon number is therefore not conserved along a ray. Had the two rays been able to exchange energy freely, with no constraint from momentum, both would have ended at \([(130^4+70^4)/2]^{1/4}=111.5\) K.

**Transport.** Multiply the Boltzmann equation by \(vq\) and integrate over \(q\) at fixed \(\mathbf n\). The collision term vanishes. Since all phonons have the same speed, the remaining terms close:

\[
\partial_te(\mathbf n)+v\,\mathbf n\cdot\nabla e(\mathbf n)=0,\qquad e(\mathbf n,\mathbf r,t)=e(\mathbf n,\mathbf r-v\mathbf nt,0).
\]

Energy flies freely in each direction, however often its carriers collide collinearly.

**Viscosity.** Let the initial drift be \(u_x=ay\), with \(|ay|\ll v\) and \(|a|t\ll1\). Replacing \(y\) by \(y-vn_yt\) in the drifting distribution gives

\[
\Pi_{xy}=\int n_xn_y\,\frac{e}{4\pi}\Big[1+\frac{4n_xa(y-vn_yt)}{v}\Big]d\Omega=-\frac{4}{15}\,e\,a\,t .
\]

The terms without \(n_yt\) are odd in \(n_y\) and drop out. The same parity leaves \(p_x\), and hence the gradient \(a\), unchanged. The ratio \(-\Pi_{xy}/a=4et/15\) grows with time and reaches no steady value. **These collisions give no finite shear viscosity.** The stress follows the accumulated strain \(at\), as in an elastic body of modulus \(4e/15=2.8\times10^{-7}\) eV/Å\(^3\). After 17 460 ps the ratio is 175 times the \(\eta\) of the tempting solution.

**The drift wave.** For \(u_x=u_0\cos ky\), free flight gives

\[
p_x=\frac{4eu_0}{v^2}\int\frac{d\Omega}{4\pi}\,n_x^2\cos(ky-kvtn_y).
\]

Expand the cosine; the part with \(\sin(kvtn_y)\) is odd and vanishes. Dividing by the initial \(4eu_0\cos(ky)/(3v^2)\), writing \(\mu=n_y\) and \(z=kvt\), and averaging \(n_x^2\) over azimuth to \((1-\mu^2)/2\), we obtain

\[
A=\frac34\int_{-1}^{1}(1-\mu^2)\cos(z\mu)\,d\mu .
\]

Integration by parts has no boundary term, because \(1-\mu^2\) vanishes at both ends. It leaves

\[
A=\frac{3}{2z}\int_{-1}^1\mu\sin(z\mu)\,d\mu=\frac{3(\sin z-z\cos z)}{z^3}.
\]

At \(z=2\), \(A=3(0.9093+0.8323)/8=0.653\). About 35% of the wave has gone, where the tempting solution lost 0.5%.

The limits show the different mechanism. For small \(z\), \(A\approx1-z^2/10\), which is quadratic in time; viscous decay starts linearly. For large \(z\), \(A\approx-3\cos z/z^2\), an oscillating power law. The wave fades because rays from different parts of it overlap, and \(\tau\) does not appear. The viscous law has no range of validity here.

## How far the result carries

**Finite linewidth.** The answer assumes \(s\to0\). A lifetime of 100 ps gives a linewidth \(\hbar/\tau=6.6\times10^{-6}\) eV, so \(s=5.5\times10^{-5}\) Å\(^{-1}\). For the pair above, the Gaussian estimate gives an rms angle \(\sqrt{2\langle w\rangle}=2.1^\circ\), or 0.036 rad. It is tempting to let the stress relax at a rate of order \(\theta^2/\tau\), as in a random walk of directions. But decays spread energy over directions while mergers gather it again, and near equilibrium the two almost balance.

To see this, write a small deviation from equilibrium as \(\delta N=N(1+N)\psi\). The net rate of \(3\to1+2\) is then proportional to \(\psi_3-\psi_1-\psi_2\), and each event changes \(\sum\psi\) over the phonons by \(\psi_1+\psi_2-\psi_3\). The deviation therefore relaxes at a rate proportional to

\[
(\psi_1+\psi_2-\psi_3)^2,\qquad \psi=q\,n_xn_y\ \text{ for shear stress.}
\]

Momentum conservation makes the sideways momenta of phonons 1 and 2 cancel, so the terms linear in the angle drop out of the bracket. What remains is of order \(\theta^2\), and its square is of order \(\theta^4\). The stress relaxation time is thus roughly \(\tau_2\sim\tau/\langle\theta^4\rangle\), with the average taken over the line. Since \(D\propto\theta^2\), the rate follows \(\langle D^2\rangle\).

For a Gaussian line \(\langle D^2\rangle=s^2\), and \(\theta=0.036\) makes \(kv\tau_2\) far larger than one. A lifetime gives a Lorentzian line instead. Its \(\langle D^2\rangle\) is set by the tails, which reach wide angles, and is of order \(s\) times a thermal wave number. The rate is then linear in \(s\), so it scales like \(\theta^2\) of the estimate above, but through rare wide-angle events and not through a random walk. With a squared matrix element proportional to \(q_1q_2q_3\) and a pure Lorentzian of half-width \(s\), the linearized collision operator gives \(\tau_2\approx2\times10^3\,\tau\), \(kv\tau_2\approx20\) and \(A\approx0.66\). Free flight remains a good first description at this wavelength. For much longer waves, with \(kv\tau_2\ll1\), viscous behaviour returns, with \(\tau_2\) in place of \(\tau\).

**Curvature.** Let \(\omega=vq(1+\gamma q^2)\) with small \(\gamma>0\). Energy conservation becomes \(D\approx\gamma[(q_1+q_2)^3-q_1^3-q_2^3]=3\gamma q_1q_2(q_1+q_2)\). At small angle \(D\approx q_1q_2\theta^2/[2(q_1+q_2)]\), so \(\theta\approx\sqrt{6\gamma}\,(q_1+q_2)\). With \(\gamma=0.167\) Å\(^2\) the numerical root for our pair is \(16.8^\circ\). Then \(\theta^4\approx0.007\), so \(\tau_2\) is of the order of a hundred \(\tau\) and \(kv\tau_2\) is of order one: curvature of this size begins to change the free-flight answer. Since \(\theta^4\propto\gamma^2\), a smaller curvature quickly restores it.

**Diamond.** The model parameters resemble the longitudinal branch of diamond, but that branch is not strictly linear and not alone. Suppose it bends downward as \(\omega=(2v/b)\sin(qb/2)\), with \(b=2\) Å as a rough lattice spacing. The collinear process then misses energy conservation by \(3.6\times10^{-4}\) eV, 54 times the linewidth, so single-branch collisions are largely closed. The frequency of phonon 3 lies 1.5% below the linear law at 100 K; at 300 K, with wave numbers scaled in proportion to \(T\), it lies 13% below.

Slower transverse branches allow collisions with wide angles. If a longitudinal phonon \(Q\) splits into two transverse ones of equal energy, each has wave number \(v_LQ/(2v_T)\), and momentum conservation gives \(\cos(\text{half angle})=v_T/v_L\). Rough elastic constants \(C_{11}=6.7\) and \(C_{44}=3.6\) eV/Å\(^3\) give \(v_T/v_L=\sqrt{C_{44}/C_{11}}=0.73\) along a cube axis. If that ratio is used in every direction, the angle between the daughters is about \(86^\circ\). Such collisions relax the stress. If they did so in 100 ps, the one-speed formula would move \(A\) from 0.653 back to 0.995. Isotopes, defects and surfaces also turn phonons; the free-flight answer needs rays to cross \(vt\approx0.3\) mm without meeting them.

**Anisotropy.** Direction-dependent speed does not by itself open the angles of the fastest acoustic branch. In the linear regime its frequency is the largest, over polarizations \(\boldsymbol\epsilon\), of \([\sum C_{ijkl}\epsilon_iq_j\epsilon_kq_l/\rho]^{1/2}\), with \(\rho\) the mass density. If the crystal is stable against every plane wave, this is a norm of \(\mathbf q\) for each fixed \(\boldsymbol\epsilon\). Choose the \(\boldsymbol\epsilon\) that belongs to \(\mathbf q_1+\mathbf q_2\). The triangle inequality gives \(\omega(\mathbf q_1+\mathbf q_2)<\omega(\mathbf q_1)+\omega(\mathbf q_2)\) unless the two vectors are parallel. Normal collisions within that branch stay collinear, and each direction keeps its energy.
